**Tight p exponents at Z = 80: separate optimization for 2p1/2 and 2p3/2**

The program shows that a six-function Gaussian p set optimized for 2p1/2 has a top exponent 11.5 times the nonrelativistic one, while the factor for 2p3/2 is 1.44. Here $P$ and $Q$ are the radial large and small components, $\kappa=+1$ denotes p1/2 and $\kappa=-2$ p3/2, $\zeta$ is a Gaussian exponent in bohr⁻², and $\gamma=\sqrt{\kappa^2-(Z\alpha)^2}$ is the power of $r$ at a point nucleus. Exponents are optimized on an upper bound to the energy, obtained by exact elimination of $Q$. The program asserts that the exact spinors satisfy the radial equations, that the 2p1/2 error decays with the top exponent with power $\gamma$ within 0.03, and that each six-function optimum is stable against 5 % changes of single exponents. It also asserts that the kinetically balanced energy does not exceed the bound in the same basis. Further assertions show that an added tight function lowers the 2p1/2 error more than twice as much as one placed elsewhere, that a tenfold speed of light brings the top exponent back near its nonrelativistic value, and that a finite nucleus leaves the demand in place. In the output, the nonrelativistic exponents leave the upper bound 7.42 Ry above the exact energy for 2p1/2 and 0.07 Ry above it for 2p3/2.

## Numerical check

```python
# Result under test: at Z = 80 a Gaussian p set needs much tighter exponents
# for 2p1/2 than for nonrelativistic 2p, while 2p3/2 needs far less change.
# Rydberg units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, lengths in bohr.
# P, Q: radial large and small components; kappa = +1 (p1/2), -2 (p3/2).
# Radial equations: V P + c(-Q' + kappa Q/r) = E P,
#                   c(P' + kappa P/r) = (E + c^2 - V) Q.
# Primitives: r^2 exp(-zeta r^2). Exact elimination of Q gives an upper bound
# to the energy for every trial P; c = infinity gives the Schroedinger case.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize
from scipy.special import erf, gamma as gamma_function

Z = 80
ALPHA = const.fine_structure
C = 2.0 / ALPHA
RY_EV = const.value("Rydberg constant times hc in eV")
BOHR = const.value("Bohr radius")

# Trapezoidal quadrature in ln r converges exponentially for these integrands.
STEP = 0.1
r = np.exp(np.arange(np.log(1e-11), np.log(6.0), STEP))
w = STEP * r
V_POINT = -2.0 * Z / r


def primitives(zetas, kappa):
    """Normalized large functions f and their images (d/dr + kappa/r) f."""
    z = np.asarray(zetas)[:, None]
    norm = np.sqrt(2.0 * (2.0 * z) ** 2.5 / gamma_function(2.5))
    gauss = norm * np.exp(-z * r**2)
    return gauss * r**2, gauss * ((2 + kappa) * r - 2.0 * z * r**3)


def lowest_vector(A, S):
    """Lowest solution of A v = e S v from the inverse, equilibrated problem.

    The shift lies below the spectrum, so the shifted matrix is positive;
    its unit diagonal keeps huge elements of tight functions harmless.
    """
    M = A + 0.5 * Z**2 * S
    d = 1.0 / np.sqrt(np.diag(M))
    scale = np.outer(d, d)
    last = len(d) - 1
    return d * eigh(S * scale, M * scale, subset_by_index=[last, last])[1][:, 0]


def bound_energy(zetas, kappa, c, V=V_POINT):
    """Lowest energy with the small component eliminated exactly."""
    F, G = primitives(zetas, kappa)
    S = (F * w) @ F.T
    potential = (F * (w * V)) @ F.T
    E = -Z**2 / 4.0
    for _ in range(40):
        weight = 1.0 / (1.0 + (E - V) / c**2)
        A = (G * (w * weight)) @ G.T + potential
        v = lowest_vector(A, S)
        P, D = v @ F, v @ G
        norm = np.sum(w * P**2)
        value = np.sum(w * (weight * D**2 + V * P**2)) / norm
        slope = -np.sum(w * (weight * D) ** 2) / norm / c**2
        change = (value - E) / (1.0 - slope)
        E += change
        if abs(change) < 1e-7:
            return E
    raise RuntimeError("energy iteration did not converge")


def balanced_energy(zetas, kappa, c):
    """Lowest positive-branch level of the kinetically balanced Dirac matrix."""
    F, G = primitives(zetas, kappa)
    B = G / np.sqrt(np.sum(w * G**2, axis=1))[:, None]
    S, T = (F * w) @ F.T, (B * w) @ B.T
    coupling = c * (G * w) @ B.T
    upper = (F * (w * V_POINT)) @ F.T
    lower = (B * (w * V_POINT)) @ B.T - c**2 * T
    H = np.block([[upper, coupling], [coupling.T, lower]])
    return eigh(H, block_diag(S, T), eigvals_only=True)[len(zetas)]


def exact_energy(kappa, c, charge=Z):
    """Exact n = 2 point-nucleus energy without the rest energy."""
    if np.isinf(c):
        return -charge**2 / 4.0
    g = np.sqrt(kappa**2 - (2.0 * charge / c) ** 2)
    x = (2.0 * charge / c) / (2 - abs(kappa) + g)
    root = np.sqrt(1.0 + x * x)
    return -0.5 * c**2 * x * x / (root * (1.0 + root))


def exact_spinor(kappa, c, charge=Z):
    """P = r^g e^(-k r)(1 + p1 r), Q = r^g e^(-k r)(q0 + q1 r)."""
    E = exact_energy(kappa, c, charge)
    g = np.sqrt(kappa**2 - (2.0 * charge / c) ** 2)
    k = np.sqrt(-E * (E + c**2)) / c
    q0 = c * (g + kappa) / (2.0 * charge)
    q1 = (E - c * k * q0) / (c * (kappa - g - 1) - 2 * charge * c * k / E)
    return E, g, k, c * k * q1 / E, q0, q1


def optimize(kappa, c, reference, size, V=V_POINT):
    """Full exponent optimization; variables are ln(zeta_min) and log gaps."""
    def objective(x):
        return np.log(bound_energy(np.exp(np.cumsum(x)), kappa, c, V)
                      - reference)

    def even_tempered(y):
        if not (0.25 < y[1] < 5.0 and 0.0 < y[0] < 9.0):
            return 50.0
        return objective(np.r_[y[0], np.full(size - 1, y[1])])

    def gradient(x):
        h = 1e-3
        return np.array([(objective(x + h * e) - objective(x - h * e)) / (2 * h)
                         for e in np.eye(size)])

    y = minimize(even_tempered, [np.log(60.0), np.log(3.5)],
                 method="Nelder-Mead", options={"xatol": 1e-3, "fatol": 1e-4}).x
    start = np.r_[y[0], np.full(size - 1, y[1])]
    result = minimize(objective, start, jac=gradient, method="L-BFGS-B",
                      bounds=[(0.0, 9.0)] + [(0.25, 5.0)] * (size - 1),
                      options={"maxiter": 250, "ftol": 1e-13, "gtol": 1e-6})
    return np.exp(np.cumsum(result.x))


STATES = {"NR 2p": (1, np.inf), "2p3/2": (-2, C), "2p1/2": (1, C)}
exact = {s: exact_energy(*STATES[s]) for s in STATES}

# Exact spinors: insert them in the differential equations numerically.
spinor = {s: exact_spinor(*STATES[s]) for s in ("2p3/2", "2p1/2")}


def components(state, x):
    if state == "NR 2p":
        return x**2 * np.exp(-Z * x / 2), 0.0 * x
    _, g, k, p1, q0, q1 = spinor[state]
    common = x**g * np.exp(-k * x)
    return common * (1 + p1 * x), common * (q0 + q1 * x)


for state in spinor:
    kappa = STATES[state][0]
    E = exact[state]
    x = np.geomspace(1e-6, 0.2, 60)
    h = 1e-4 * x
    P, Q = components(state, x)
    Pp, Qp = components(state, x + h)
    Pm, Qm = components(state, x - h)
    dP, dQ = (Pp - Pm) / (2 * h), (Qp - Qm) / (2 * h)
    V = -2.0 * Z / x
    first = (V - E) * P + C * (-dQ + kappa * Q / x)
    second = C * (dP + kappa * P / x) + (V - E - C**2) * Q
    scale1 = abs(V * P) + abs(E * P) + C * (abs(dQ) + abs(Q / x))
    scale2 = C * (abs(dP) + abs(P / x)) + abs((V - E - C**2) * Q)
    assert np.max(abs(first) / scale1) < 1e-6
    assert np.max(abs(second) / scale2) < 1e-6

crossover = 1.0 / spinor["2p1/2"][3]
light_crossover = 1.0 / exact_spinor(1, C, 1)[3]
assert abs(light_crossover / (0.75 * ALPHA**2) - 1) < 1e-3


def inner_share(state):
    """Share of the potential energy found inside the crossover radius."""
    def density(t):
        x = np.exp(t)
        P, Q = components(state, x)
        return P**2 + Q**2
    inside = quad(density, np.log(1e-12), np.log(crossover), limit=200)[0]
    outside = quad(density, np.log(crossover), np.log(3.0), limit=200)[0]
    return inside / (inside + outside)


share = {s: inner_share(s) for s in STATES}
assert share["2p1/2"] > share["2p3/2"] and share["2p1/2"] > share["NR 2p"]


# Decay of the error with the tightest exponent in nested dense sets.
# Differences of successive energies cancel the constant error that comes
# from the fixed ratio 2 between neighbouring exponents.
def dense_set(last):
    return 12.0 * 2.0 ** np.arange(last + 1)


def dense_error(state, last):
    return bound_energy(dense_set(last), *STATES[state]) - exact[state]


def decay(state, first, step):
    """Power of the decaying part, and the constant part of the error."""
    e = [dense_error(state, first + i * step) for i in range(3)]
    assert e[0] > e[1] > e[2]
    ratio = (e[0] - e[1]) / (e[1] - e[2])
    constant = e[2] - (e[1] - e[2]) / (ratio - 1.0)
    return np.log(ratio) / (step * np.log(2.0)), constant


windows = {"NR 2p": (14, 2), "2p3/2": (17, 2), "2p1/2": (30, 4)}
power, constant_error = {}, {}
for s in STATES:
    power[s], constant_error[s] = decay(s, *windows[s])
assert abs(power["2p1/2"] - spinor["2p1/2"][1]) < 0.03
assert 2.1 < power["NR 2p"] < 2.9
assert 1.6 < power["2p3/2"] < 2.9

# The same power from total errors at less tight exponents, for comparison.
e24, e30 = dense_error("2p1/2", 24), dense_error("2p1/2", 30)
assert e24 > e30 > 0
floor = constant_error["2p1/2"]
raw_power = np.log(e24 / e30) / (6 * np.log(2.0))
cleaned_power = np.log((e24 - floor) / (e30 - floor)) / (6 * np.log(2.0))

assert e30 < 1e-5 * abs(exact["2p1/2"])
assert abs(dense_error("2p3/2", 18)) < 1e-2
assert abs(balanced_energy(dense_set(15), -2, C) - exact["2p3/2"]) < 0.05

# Separate optimizations and exchange of the optimized sets.
sets = {(s, n): optimize(*STATES[s], exact[s], n)
        for s in STATES for n in (4, 6, 8)}
error = {(owner, s): bound_energy(sets[owner, 6], *STATES[s]) - exact[s]
         for owner in STATES for s in STATES}
assert min(error.values()) > 0
for s in STATES:
    for i in range(6):
        for factor in (1.05, 1 / 1.05):
            trial = sets[s, 6].copy()
            trial[i] *= factor
            assert bound_energy(trial, *STATES[s]) - exact[s] > error[s, s]
top = {key: value[-1] for key, value in sets.items()}
assert top["2p1/2", 6] > 3 * top["NR 2p", 6]
assert top["2p1/2", 6] / top["2p3/2", 6] > top["2p3/2", 6] / top["NR 2p", 6]
penalty = {s: error["NR 2p", s] / error[s, s] for s in ("2p3/2", "2p1/2")}
assert penalty["2p1/2"] > penalty["2p3/2"]
assert error["NR 2p", "2p1/2"] > 10 * error["NR 2p", "2p3/2"]

# Restricted kinetic balance lies below the bound in the same large basis.
balanced = {}
for owner in STATES:
    for s in ("2p3/2", "2p1/2"):
        E = balanced_energy(sets[owner, 6], *STATES[s])
        balanced[owner, s] = E - exact[s]
        assert balanced[owner, s] <= error[owner, s] + 1e-6

# Add one function to the nonrelativistic set: beyond its top, or elsewhere.
base = sets["NR 2p", 6]
tight_places = base[-1] * 10 ** np.linspace(0.3, 3.5, 33)
other_places = np.r_[base[0] / 2.5, np.sqrt(base[1:] * base[:-1])]


def best_addition(state, places):
    values = [bound_energy(np.sort(np.r_[base, z]), *STATES[state])
              - exact[state] for z in places]
    i = int(np.argmin(values))
    return places[i], values[i]


tight = {s: best_addition(s, tight_places) for s in ("2p3/2", "2p1/2")}
other = {s: best_addition(s, other_places) for s in ("2p3/2", "2p1/2")}
before = error["NR 2p", "2p1/2"]
assert before - tight["2p1/2"][1] > 2 * (before - other["2p1/2"][1])

# Weakening relativity must remove the demand for tight functions.
weak_set = optimize(1, 10 * C, exact_energy(1, 10 * C), 6)
assert 0.7 < weak_set[-1] / top["NR 2p", 6] < 1.5

# A Gaussian nuclear charge cuts off the singularity at nuclear distances.
radius_fm = 5.5
radius = radius_fm * 1e-15 / BOHR
eta = 1.5 / radius**2
V_FINITE = -2.0 * Z * erf(np.sqrt(eta) * r) / r
finite_reference = bound_energy(dense_set(30), 1, C, V_FINITE)
finite_check = bound_energy(dense_set(28), 1, C, V_FINITE)
assert abs(finite_check - finite_reference) < 1e-3
assert finite_reference > exact["2p1/2"]
finite_set = optimize(1, C, finite_reference, 6, V_FINITE)
finite_error = bound_energy(finite_set, 1, C, V_FINITE) - finite_reference
finite_nr_error = bound_energy(base, 1, C, V_FINITE) - finite_reference
assert finite_set[-1] > 3 * top["NR 2p", 6]
assert finite_nr_error > finite_error

print(f"Z = {Z}, Z*alpha = {Z * ALPHA:.5f}, c = {C:.4f} Rydberg units")
for s in STATES:
    print(f"exact E {s}: {exact[s]:.4f} Ry = {exact[s] * RY_EV:.1f} eV")
for s in spinor:
    print(f"{s}: gamma = {spinor[s][1]:.5f}, Q/P at r->0 = {spinor[s][4]:.4f}")
print(f"2p1/2 crossover radius r_x = {crossover:.6f} bohr")
print(f"small-Z*alpha estimate of r_x = {0.75 * Z * ALPHA**2:.6f} bohr")
print(f"1/r_x^2 = {crossover**-2:.4e} bohr^-2")
for s in STATES:
    print(f"potential energy inside r_x, {s}: {100 * share[s]:.3f} %")
for s in STATES:
    first, step = windows[s]
    low, high = dense_set(first)[-1], dense_set(first + 2 * step)[-1]
    print(f"decay power {s}: {power[s]:.4f} "
          f"(zeta_max {low:.2e} to {high:.2e} bohr^-2)")
print(f"2p1/2 constant error of ratio-2 sets: {floor:.2e} Ry")
print(f"2p1/2 power, total errors, {dense_set(24)[-1]:.2e} to "
      f"{dense_set(30)[-1]:.2e} bohr^-2: {raw_power:.4f}")
print(f"same with the constant error removed: {cleaned_power:.4f}")
print("six optimized exponents, bohr^-2:")
for s in STATES:
    print(f"{s}: " + " ".join(f"{z:.5g}" for z in sets[s, 6]))
print("tightest exponent for 4, 6, 8 functions, bohr^-2:")
for s in STATES:
    print(f"{s}: " + " ".join(f"{top[s, n]:.4e}" for n in (4, 6, 8)))
for s in ("2p3/2", "2p1/2"):
    print(f"zeta_max ratio {s} to NR, six: {top[s, 6] / top['NR 2p', 6]:.3f}")
print("upper-bound errors, Ry; columns NR 2p, 2p3/2, 2p1/2:")
for owner in STATES:
    print(f"set {owner}: " + " ".join(f"{error[owner, s]:.5f}" for s in STATES))
for s in penalty:
    print(f"{s}: error in NR set / error in own set = {penalty[s]:.3f}")
print(f"2p1/2 error in NR set = {before * RY_EV:.3f} eV")
print(f"2p1/2 error in own set = {error['2p1/2', '2p1/2'] * RY_EV:.3f} eV")
print("kinetically balanced signed errors, Ry; columns 2p3/2, 2p1/2:")
for owner in STATES:
    print(f"set {owner}: {balanced[owner, '2p3/2']:.5f} "
          f"{balanced[owner, '2p1/2']:.5f}")
for s in tight:
    print(f"NR set + tight, {s}: zeta {tight[s][0]:.4e} bohr^-2, "
          f"error {tight[s][1]:.5f} Ry")
    print(f"NR set + other, {s}: zeta {other[s][0]:.4e} bohr^-2, "
          f"error {other[s][1]:.5f} Ry")
print(f"2p1/2 zeta_max with 10c: {weak_set[-1]:.4e} bohr^-2")
print(f"model nuclear rms radius = {radius_fm:.1f} fm = {radius:.4e} bohr")
print(f"nuclear Gaussian exponent = {eta:.4e} bohr^-2")
print(f"finite-nucleus shift = {finite_reference - exact['2p1/2']:.4f} Ry")
print(f"finite nucleus 2p1/2 zeta_max = {finite_set[-1]:.4e} bohr^-2")
print(f"finite nucleus error, own set = {finite_error:.5f} Ry")
print(f"finite nucleus error, NR set = {finite_nr_error:.5f} Ry")
print("finished without a failed check")
```

Printed output:

```
Z = 80, Z*alpha = 0.58379, c = 274.0720 Rydberg units
exact E NR 2p: -1600.0000 Ry = -21769.1 eV
exact E 2p3/2: -1635.6150 Ry = -22253.7 eV
exact E 2p1/2: -1809.6956 Ry = -24622.2 eV
2p3/2: gamma = 1.91290, Q/P at r->0 = -0.1492
2p1/2: gamma = 0.81191, Q/P at r->0 = 3.1037
2p1/2 crossover radius r_x = 0.003329 bohr
small-Z*alpha estimate of r_x = 0.003195 bohr
1/r_x^2 = 9.0223e+04 bohr^-2
potential energy inside r_x, NR 2p: 0.017 %
potential energy inside r_x, 2p3/2: 0.028 %
potential energy inside r_x, 2p1/2: 1.183 %
decay power NR 2p: 2.4864 (zeta_max 1.97e+05 to 3.15e+06 bohr^-2)
decay power 2p3/2: 1.8932 (zeta_max 1.57e+06 to 2.52e+07 bohr^-2)
decay power 2p1/2: 0.8115 (zeta_max 1.29e+10 to 3.30e+12 bohr^-2)
2p1/2 constant error of ratio-2 sets: 7.78e-05 Ry
2p1/2 power, total errors, 2.01e+08 to 1.29e+10 bohr^-2: 0.7349
same with the constant error removed: 0.8095
six optimized exponents, bohr^-2:
NR 2p: 97.174 223.76 535.48 1409.1 4349.6 18337
2p3/2: 105.29 251.57 628.64 1743.3 5751.6 26466
2p1/2: 160.93 466.87 1513 5977.6 30490 2.1015e+05
tightest exponent for 4, 6, 8 functions, bohr^-2:
NR 2p: 4.6868e+03 1.8337e+04 6.0926e+04
2p3/2: 5.8657e+03 2.6466e+04 1.0360e+05
2p1/2: 1.8935e+04 2.1015e+05 1.6396e+06
zeta_max ratio 2p3/2 to NR, six: 1.443
zeta_max ratio 2p1/2 to NR, six: 11.460
upper-bound errors, Ry; columns NR 2p, 2p3/2, 2p1/2:
set NR 2p: 0.02585 0.06998 7.41723
set 2p3/2: 0.03376 0.05641 5.71013
set 2p1/2: 1.20471 0.95926 2.13860
2p3/2: error in NR set / error in own set = 1.240
2p1/2: error in NR set / error in own set = 3.468
2p1/2 error in NR set = 100.917 eV
2p1/2 error in own set = 29.097 eV
kinetically balanced signed errors, Ry; columns 2p3/2, 2p1/2:
set NR 2p: 0.06546 3.66789
set 2p3/2: 0.05345 2.56147
set 2p1/2: 0.95737 0.94664
NR set + tight, 2p3/2: zeta 1.1570e+05 bohr^-2, error 0.02642 Ry
NR set + other, 2p3/2: zeta 3.8870e+01 bohr^-2, error 0.06949 Ry
NR set + tight, 2p1/2: zeta 1.1570e+05 bohr^-2, error 2.19953 Ry
NR set + other, 2p1/2: zeta 8.9308e+03 bohr^-2, error 7.33519 Ry
2p1/2 zeta_max with 10c: 1.9557e+04 bohr^-2
model nuclear rms radius = 5.5 fm = 1.0393e-04 bohr
nuclear Gaussian exponent = 1.3886e+08 bohr^-2
finite-nucleus shift = 0.0554 Ry
finite nucleus 2p1/2 zeta_max = 2.1010e+05 bohr^-2
finite nucleus error, own set = 2.08354 Ry
finite nucleus error, NR set = 7.36190 Ry
finished without a failed check
```
